# Germanium L-valley confinement masses on (001) and (111) surfaces

## Problem

The lowest conduction-band minima of germanium lie at the L points of the Brillouin zone, $(2\pi/a)(\pm\tfrac12,\pm\tfrac12,\pm\tfrac12)$, where $a$ is the cubic lattice constant. Near each minimum the constant-energy surface is an ellipsoid of revolution about the corresponding $\langle111\rangle$ direction. Its longitudinal mass is $m_l$ and its transverse mass is $m_t$, both in units of the free-electron mass $m_0$. Electrons are confined by a potential $V(z)$, where $z$ is the coordinate along the surface normal $\mathbf n$.

(a) How many distinct L valleys are there?

(b) Write the inverse-mass tensor of a valley with axis $\mathbf u$.

(c) Derive the confinement mass $m_z$ and the two in-plane masses for any angle between $\mathbf u$ and $\mathbf n$.

(d) Evaluate them for (001) and (111) surfaces and find the valley degeneracy of the subbands. Which surface orientations give all valleys the same confinement mass?

(e) Find the lowest levels in a hard-wall well of width $d=10$ nm, and compare the ladders on (111).

(f) Within what limits do the degeneracies hold?

Use $m_l=1.6$ and $m_t=0.08$, which are rough, rounded sizes for germanium. Assume parabolic valleys, no strain, the same $V(z)$ and mass tensor throughout the structure, and no coupling between valleys. Do not count spin in the degeneracies.

## Solution

### (a) Counting the valleys

Two wavevectors describe the same Bloch state if they differ by a reciprocal-lattice vector $\mathbf G$. For the face-centred cubic lattice, $\mathbf G=(2\pi/a)(h,k,l)$ with $h,k,l$ all even or all odd.

Take two of the eight L points. In units of $2\pi/a$, each component of their difference is $0$ if the signs agree and $\pm1$ if they differ. If all three signs differ, the components are all odd and the difference is a $\mathbf G$. If one or two signs differ, odd and even components are mixed and it is not. Each L point is therefore equivalent to its opposite and to no other, so the eight points represent four valleys. Their axes can be chosen as

$$
\frac{[111]}{\sqrt3},\quad \frac{[\bar111]}{\sqrt3},\quad \frac{[1\bar11]}{\sqrt3},\quad \frac{[11\bar1]}{\sqrt3}.
$$

### (b) The inverse-mass tensor

Measure $\mathbf k$ from the valley minimum. Its component along the axis is $\mathbf u\cdot\mathbf k$, and the squared transverse component is $k^2-(\mathbf u\cdot\mathbf k)^2$. Hence

$$
E=\frac{\hbar^2}{2m_0}\left[\frac{(\mathbf u\cdot\mathbf k)^2}{m_l}+\frac{k^2-(\mathbf u\cdot\mathbf k)^2}{m_t}\right]
=\frac{\hbar^2}{2m_0}\,\mathbf k^{T}W\mathbf k,
$$

$$
W=\frac{I}{m_t}+\beta\,\mathbf u\mathbf u^{T},\qquad \beta=\frac1{m_l}-\frac1{m_t}.
$$

### (c) Separating the confined motion

Let $c=\mathbf u\cdot\mathbf n$ and $s^2=1-c^2$. Write $\mathbf u=c\,\mathbf n+s\,\mathbf e$, where $\mathbf e$ is an in-plane unit vector, and $\mathbf k=k_z\mathbf n+\mathbf k_p$, where $\mathbf k_p$ lies in the plane. Then

$$
\mathbf k^TW\mathbf k=W_{nn}k_z^2+2k_z\,\mathbf w\cdot\mathbf k_p+\mathbf k_p^TW_{pp}\mathbf k_p .
$$

Substituting $\mathbf u\cdot\mathbf k=ck_z+s\,\mathbf e\cdot\mathbf k_p$ into the tensor gives

$$
W_{nn}=\frac1{m_t}+\beta c^2,\qquad
\mathbf w=\beta cs\,\mathbf e,\qquad
W_{pp}=\frac{I_p}{m_t}+\beta s^2\,\mathbf e\mathbf e^T,
$$

with $I_p$ the unit tensor in the plane.

In the well, $k_z$ becomes the operator $p=-i\,d/dz$ acting on an envelope $\psi(z)$, while $\mathbf k_p$ remains a good quantum number. The mixed term is linear in $p$. To remove it, set

$$
\psi(z)=e^{-iqz}\varphi(z),\qquad q=\frac{\mathbf w\cdot\mathbf k_p}{W_{nn}} .
$$

Since $p\psi=e^{-iqz}(p-q)\varphi$, the terms containing $p$ become

$$
W_{nn}(p-q)^2+2(\mathbf w\cdot\mathbf k_p)(p-q).
$$

The part linear in $p$ is $-2W_{nn}q\,p+2(\mathbf w\cdot\mathbf k_p)p=0$. The constant part is

$$
W_{nn}q^2-2(\mathbf w\cdot\mathbf k_p)q=-\frac{(\mathbf w\cdot\mathbf k_p)^2}{W_{nn}} .
$$

The phase factor commutes with $V(z)$ and leaves the hard-wall condition $\psi=0$ unchanged. The remaining equation is

$$
-\frac{\hbar^2W_{nn}}{2m_0}\varphi''+V\varphi
=\left[E-\frac{\hbar^2}{2m_0}\mathbf k_p^TM\mathbf k_p\right]\varphi,
\qquad M=W_{pp}-\frac{\mathbf w\mathbf w^T}{W_{nn}} .
$$

The confinement mass follows from the coefficient of $\varphi''$:

$$
\boxed{\frac1{m_z}=W_{nn}=\frac{c^2}{m_l}+\frac{1-c^2}{m_t}}
$$

The second form uses $1/m_t+\beta c^2=(1-c^2)/m_t+c^2/m_l$.

For the in-plane masses, take first the direction perpendicular to both $\mathbf n$ and $\mathbf e$. There $M$ has the value $1/m_t$, so the mass is $m_t$. Along $\mathbf e$, call the mass $m_h$:

$$
\frac1{m_h}=\frac1{m_t}+\beta s^2-\frac{\beta^2c^2s^2}{W_{nn}}
=\frac{(1/m_t+\beta s^2)(1/m_t+\beta c^2)-\beta^2c^2s^2}{W_{nn}} .
$$

In the numerator the terms in $\beta^2$ cancel. Because $s^2+c^2=1$, it reduces to

$$
\frac1{m_t^2}+\frac{\beta}{m_t}=\frac1{m_t}\left(\frac1{m_t}+\beta\right)=\frac1{m_lm_t}.
$$

Therefore

$$
m_h=m_lm_tW_{nn}=c^2m_t+(1-c^2)m_l .
$$

Both in-plane masses are positive, so each subband has its minimum at $\mathbf k_p=0$, the projected valley centre. The confinement level at that minimum is governed by $m_z$ alone.

Two limits check the result. For $c^2=1$ the long axis is normal to the surface: $m_z=m_l$ and both in-plane masses are $m_t$. For $c=0$ the long axis lies in the surface: $m_z=m_t$ and the in-plane masses are $m_t$ and $m_l$.

The mixed term has a simple meaning. At fixed $\mathbf k_p$, the bulk energy is lowest at $k_z=-\mathbf w\cdot\mathbf k_p/W_{nn}$, and its value there is $(\hbar^2/2m_0)\mathbf k_p^TM\mathbf k_p$. The in-plane energy contours are thus the shadow of the ellipsoid on the surface plane, whereas $W_{pp}$ alone would give its cross-section. For a tilted ellipsoid the shadow is longer than the cross-section, and the heavy mass is correspondingly larger.

The density of states per valley and spin follows from the area of an elliptical contour at energy $\varepsilon$ above the subband minimum. This area is $2\pi m_0\sqrt{m_tm_h}\,\varepsilon/\hbar^2$, so the density-of-states mass is $m_d=\sqrt{m_tm_h}$.

### (d) The two surfaces

**(001).** With $\mathbf n=[001]$, every valley axis has $c=\pm1/\sqrt3$, hence $c^2=1/3$. The sign of $c$ does not enter $m_z$. For all four valleys

$$
\frac1{m_z}=\frac1{3m_l}+\frac2{3m_t}=\frac{m_t+2m_l}{3m_lm_t},
\qquad m_z=\frac{3m_lm_t}{m_t+2m_l}.
$$

Numerically,

$$
m_z=\frac{3(1.6)(0.08)}{0.08+3.2}=0.117 .
$$

The four valleys obey the same equation at $\mathbf k_p=0$, so each subband minimum is fourfold degenerate for any common $V(z)$. The heavy in-plane mass is $m_h=(0.08+2\times1.6)/3=1.09$, and $m_d=\sqrt{0.08\times1.0933}=0.296$. The heavy directions of the four valleys are not all parallel, although their masses are equal.

**(111).** With $\mathbf n=[111]/\sqrt3$, the $[111]$ valley has $c=1$. For each of the others $c=(1+1-1)/3=1/3$, so $c^2=1/9$. The single valley has

$$
m_z=m_l=1.6,
$$

while the other three have

$$
\frac1{m_z}=\frac1{9m_l}+\frac8{9m_t}=\frac{m_t+8m_l}{9m_lm_t},
\qquad
m_z=\frac{9(1.6)(0.08)}{0.08+12.8}=0.0894 .
$$

The subbands therefore form one nondegenerate ladder and one threefold-degenerate ladder. In the plane, the single valley is isotropic with mass $0.08$. Each of the three has masses $0.08$ and $m_h=(0.08+8\times1.6)/9=1.43$, with $m_d=0.338$.

The single valley lies lower, level by level, in any common confining potential. Differentiating an eigenvalue with respect to the inverse mass gives

$$
\frac{\partial E_j}{\partial(1/m_z)}=\frac{\hbar^2}{2m_0}\int|\varphi_j'|^2\,dz>0,
$$

for normalized $\varphi_j$, so a larger $m_z$ lowers the $j$th level.

The need to use inverse masses is visible in the numbers. Projecting the mass tensor itself gives $\mathbf n^TW^{-1}\mathbf n=c^2m_l+s^2m_t$, which is $0.587$ on (001) instead of $0.117$, and $0.249$ instead of $0.0894$ for the three valleys on (111). Similarly, omitting the mixed term would give heavy in-plane masses of $0.218$ instead of $1.09$ on (001), and $0.514$ instead of $1.43$ for the three valleys on (111).

**Other orientations.** Let $\mathbf n=(x,y,z_n)$ be a unit vector. Squaring its projections on the four axes gives, in the order listed in (a),

$$
\begin{aligned}
3c_1^2&=1+2(xy+yz_n+xz_n),\\
3c_2^2&=1+2(-xy+yz_n-xz_n),\\
3c_3^2&=1+2(-xy-yz_n+xz_n),\\
3c_4^2&=1+2(xy-yz_n-xz_n).
\end{aligned}
$$

For $m_l\ne m_t$, equal confinement masses require equal $c_i^2$. Subtracting the second, third and fourth lines from the first gives

$$
xy+xz_n=0,\qquad xy+yz_n=0,\qquad yz_n+xz_n=0 .
$$

The first two conditions imply $xz_n=yz_n$. The third then makes both products zero, and the first gives $xy=0$. At least two components of $\mathbf n$ must vanish, so all four masses agree only when the normal is a cube axis. As a contrasting case, $\mathbf n=[110]/\sqrt2$ gives $c^2=2/3,0,0,2/3$: a two-plus-two split.

Adding the four lines gives $\sum_i c_i^2=4/3$ for every normal. Hence

$$
\sum_{i=1}^4\frac1{m_{z,i}}
=\frac4{3m_l}+\frac{4-4/3}{m_t}
=\frac43\left(\frac1{m_l}+\frac2{m_t}\right)=34.17 .
$$

Both surfaces satisfy this: $4\times8.5417=34.17$ on (001), and $0.6250+3\times11.1806=34.17$ on (111). Changing the orientation redistributes the inverse confinement masses among the valleys but does not change their sum.

### (e) Levels in a 10 nm well

For hard walls, $\varphi_j\propto\sin(j\pi z/d)$ with $z$ measured from one wall. At $\mathbf k_p=0$,

$$
E_j=\frac{\hbar^2\pi^2j^2}{2m_0m_zd^2},\qquad j=1,2,\ldots
$$

With $\hbar^2/2m_0=38.100$ meV nm$^2$, the common factor is $38.100\,\pi^2/100=3.760$ meV. The first levels are

$$
\begin{aligned}
\text{(001), four valleys:}\quad &3.760\times8.5417=32.1\ \text{meV},\\
\text{(111), one valley:}\quad &3.760\times0.6250=2.35\ \text{meV},\\
\text{(111), three valleys:}\quad &3.760\times11.1806=42.0\ \text{meV}.
\end{aligned}
$$

The first levels of the two (111) ladders differ by $39.7$ meV. With such rough input masses, only the rounded value of about $40$ meV is meaningful, and it applies to hard walls; the further digits serve to check the arithmetic. Finite barriers reduce the offset, because the light-mass level penetrates further into them and is lowered more.

This offset does not mean that the second subband on (111) belongs to the three valleys. The single-valley levels are

$$
2.35,\quad 9.40,\quad 21.2,\quad 37.6,\quad 58.8\ \text{meV},\ldots
$$

Four of them lie below the first three-valley level at $42.0$ meV. The criterion is

$$
j^2<\frac{m_z^{\text{single}}}{m_z^{\text{three}}}
=\frac{m_t+8m_l}{9m_t}=17.9,
$$

which allows $j=1$ to $4$. The width has cancelled, so with these masses the count is the same for every flat-bottomed hard-wall well in the parabolic model. For hard walls it also tolerates some uncertainty in the masses. The count is four if the ratio above lies between $16$ and $25$, which means $143/8<m_l/m_t<28$; here $m_l/m_t=20$. The count is less robust against a finite barrier height: with barriers of $1$ eV and the same masses throughout, the three-valley level of the 10 nm well drops far enough that only three single-valley levels lie below it.

The degeneracies do not depend on the flat bottom of this well. Adding a potential that rises by $5$ meV/nm across the same 10 nm width gives lowest levels of $56.3$ meV for all four valleys on (001). On (111) it gives $19.7$ meV for the single valley and $66.4$ meV for the other three. These energies are measured from the potential at the lower edge of the well. They were obtained by diagonalizing the Hamiltonian at $\mathbf k_p=0$, where the mixed term vanishes. The in-plane masses extracted from its energies at nonzero $\mathbf k_p$, with the mixed term retained, agree with the formulas of part (c) within a relative tolerance of $10^{-4}$. The values appear in the numerical output.

### (f) Limits of the degeneracies

The derivation treats each valley separately. A sharp interface can mix valleys, because it does not conserve the normal component of the wavevector. If the interface keeps the in-plane periodicity of the crystal, it can mix two valleys only if their L points coincide after projection onto the surface, up to the projection of some $\mathbf G$.

On (001), in units of $2\pi/a$, the $[111]$ and $[11\bar1]$ points differ by $(0,0,1)$, which is entirely normal to the surface. They therefore coincide in projection. The $[\bar111]$ and $[1\bar11]$ points differ by $(-1,1,0)$. This has the same in-plane part as the reciprocal-lattice vector $(-1,1,1)$, so these two also coincide. For any pair taken from different groups, the in-plane difference has one odd and one even component. No $\mathbf G$ has such components. The four valleys thus form two pairs, and coupling within a pair may split its levels. The fourfold degeneracy on (001) is a result of the single-valley model; the size of any splitting requires an atomic-scale description of the interface.

On (111), coincidence would require $\mathbf L_i-\mathbf L_j+t(1,1,1)$ to be a reciprocal-lattice vector for some number $t$. The difference $\mathbf L_i-\mathbf L_j$ contains both even and odd integers. Since the result must have integer components, $t$ must be an integer, and adding it to every component leaves the parities mixed. No two valleys coincide, so an interface with the full in-plane periodicity does not couple them. Disorder that breaks this periodicity removes the protection. So does an ordered reconstruction with a larger in-plane cell, because it adds shorter in-plane reciprocal vectors: on (111) a $2\times1$ cell brings the valleys together in two pairs, one of them containing the single valley, and a $2\times2$ cell brings all four together, as it also does on (001).

Three other assumptions matter. Strain can shift valleys relative to one another before confinement acts. If the mass tensor changes between well and barrier, $W_{nn}$ and the other coefficients generally depend on $z$, and the levels and in-plane masses no longer follow from the uniform-mass formulas of part (c). A phase with one constant $q$ then removes the mixed term only if $\mathbf w\cdot\mathbf k_p/W_{nn}$ is the same in both materials. At $\mathbf k_p=0$, however, the mixed term is absent and valleys with equal $c^2$ still obey the same equation, so their degeneracy there survives. In narrow wells, the confinement energy can become large enough for nonparabolicity and other conduction-band minima to matter, and the parabolic levels then cease to be reliable.

## Numbers as computed

```
Input longitudinal mass ml = 1.60 m0 (rough)
Input transverse mass mt = 0.08 m0 (rough)
Well width = 10.0 nm
Tilt of test potential = 5.0 meV/nm
hbar^2/(2 m0) = 38.100 meV nm^2
Inequivalent L valleys = 4
(001) valley [111]: cos^2 = 0.3333, 1/mz = 8.5417 /m0, mz = 0.1171 m0
(001) valley [-111]: cos^2 = 0.3333, 1/mz = 8.5417 /m0, mz = 0.1171 m0
(001) valley [1-11]: cos^2 = 0.3333, 1/mz = 8.5417 /m0, mz = 0.1171 m0
(001) valley [11-1]: cos^2 = 0.3333, 1/mz = 8.5417 /m0, mz = 0.1171 m0
(111) valley [111]: cos^2 = 1.0000, 1/mz = 0.6250 /m0, mz = 1.6000 m0
(111) valley [-111]: cos^2 = 0.1111, 1/mz = 11.1806 /m0, mz = 0.0894 m0
(111) valley [1-11]: cos^2 = 0.1111, 1/mz = 11.1806 /m0, mz = 0.0894 m0
(111) valley [11-1]: cos^2 = 0.1111, 1/mz = 11.1806 /m0, mz = 0.0894 m0
(001) all four: in-plane masses = 0.0800, 1.0933 m0
(001) all four: DOS mass per valley = 0.2957 m0
(001) all four: heavy in-plane mass, mixed term dropped (W_pp only) = 0.2182 m0
(001) all four: projected mass tensor n.M.n = 0.5867 m0
(001) all four: lowest level in tilted well = 56.280 meV
(111) single: in-plane masses = 0.0800, 0.0800 m0
(111) single: DOS mass per valley = 0.0800 m0
(111) single: heavy in-plane mass, mixed term dropped (W_pp only) = 0.0800 m0
(111) single: projected mass tensor n.M.n = 1.6000 m0
(111) single: lowest level in tilted well = 19.669 meV
(111) three: in-plane masses = 0.0800, 1.4311 m0
(111) three: DOS mass per valley = 0.3384 m0
(111) three: heavy in-plane mass, mixed term dropped (W_pp only) = 0.5143 m0
(111) three: projected mass tensor n.M.n = 0.2489 m0
(111) three: lowest level in tilted well = 66.400 meV
Sum of 1/mz: (001) 34.1667, (111) 34.1667 /m0
Sum of 1/mz for an arbitrary normal = 34.1667 /m0
(001) hard-wall levels 1, 2 = 32.119, 128.477 meV
(111) single-valley levels 1 to 6 = 2.350, 9.401, 21.152, 37.603, 58.755, 84.607 meV
(111) three-valley levels 1, 2 = 42.042, 168.169 meV
(111) offset of first levels = 39.692 meV
(111) mass ratio single/three = 17.889
(111) single-valley levels below first three-valley level = 4
(001) valley pairs at one surface wavevector = 2
(111) valley pairs at one surface wavevector = 0
```
